# Why a symmetry-adapted core hole in N2 relaxes too little: a program that tests the result

```python
"""Core-hole relaxation in N2: localized against symmetry-adapted holes.

Result under test: relaxation is quadratic in the hole density to second order.
A 1s hole on one atom relaxes by W; a hole shared equally by two atoms relaxes
by (W + C)/2, where C is the cross term, so it misses (W - C)/2.
Symbols: L, R = 1s orbitals of the two atoms; g, u = (L +- R)/sqrt(2);
q = fraction of a spin-down electron removed; D = spin density matrices (2,n,n);
relaxation = energy of frozen ion minus energy of self-consistent ion (> 0).
Method: nonrelativistic UHF, uncontracted s, p, d functions of cc-pVTZ.
Internal energies are in hartree and lengths in bohr; output is in eV and angstrom.
"""
from types import SimpleNamespace
import numpy as np
from scipy.linalg import eigh, block_diag
from scipy.constants import physical_constants
from pyscf import gto, scf, ao2mo

EV = physical_constants["Hartree energy in eV"][0]
BOHR = physical_constants["Bohr radius"][0] * 1e10
BOND, FAR = 1.10, 8.0


def uncontracted_basis():
    exponents = set()
    for shell in gto.basis.load("cc-pvtz", "N"):
        if shell[0] <= 2:
            exponents.update((shell[0], row[0]) for row in shell[1:])
    return [[l, [a, 1.0]] for l, a in sorted(exponents, key=lambda t: (t[0], -t[1]))]


BASIS = uncontracted_basis()


def build(positions, spin):
    """Integrals for N atoms on the z axis (positions in angstrom)."""
    mol = gto.M(atom=[("N", (0.0, 0.0, z / BOHR)) for z in positions],
                unit="Bohr", basis={"N": BASIS}, spin=spin, verbose=0)
    s = SimpleNamespace(mol=mol, S=mol.intor("int1e_ovlp"),
                        h=mol.intor("int1e_kin") + mol.intor("int1e_nuc"),
                        eri=mol.intor("int2e", aosym="s8"),
                        enuc=mol.energy_nuc(), nelec=mol.nelec, parity=None)
    if len(positions) == 2:
        signs = []
        for shell in range(mol.nbas // 2):
            l = mol.bas_angular(shell)
            signs += [(-1.0) ** l] * ((2 * l + 1) * mol.bas_nctr(shell))
        zero = np.zeros((len(signs), len(signs)))
        s.parity = np.block([[zero, np.diag(signs)], [np.diag(signs), zero]])
    return s


def energy_fock(s, D):
    J, K = scf.hf.dot_eri_dm(s.eri, D, hermi=1)
    F = s.h + J.sum(axis=0) - K
    return 0.5 * np.sum((s.h + F) * D) + s.enuc, F


def solve(s, D, holes=(), symmetric=False):
    """UHF with chosen spin-down hole fractions, followed by orbital overlap."""
    focks, errors, C, occ = [], [], None, None
    for _ in range(150):
        E, F = energy_fock(s, D)
        if symmetric:
            F = 0.5 * (F + s.parity @ F @ s.parity)
        err = F @ D @ s.S - s.S @ D @ F
        if C is not None and np.abs(err).max() < 1e-7:
            return SimpleNamespace(E=E, D=D, F=F, C=C, occ=occ)
        focks, errors = (focks + [F])[-8:], (errors + [err.ravel()])[-8:]
        m = len(focks)
        B = np.zeros((m + 1, m + 1))
        B[:m, :m] = np.array(errors) @ np.array(errors).T
        B[:m, :m] /= max(B[m - 1, m - 1], 1e-30)
        B[m, :m] = B[:m, m] = 1.0
        rhs = np.zeros(m + 1)
        rhs[m] = 1.0
        weights = np.linalg.lstsq(B, rhs, rcond=None)[0][:m]
        mixed = sum(w * f for w, f in zip(weights, focks))
        C = np.array([eigh(mixed[spin], s.S)[1] for spin in (0, 1)])
        occ = np.zeros((2, len(s.S)))
        occ[0, :s.nelec[0]] = 1.0
        occ[1, :s.nelec[1]] = 1.0
        for orbital, q in holes:
            overlap = np.abs(orbital @ s.S @ C[1][:, :s.nelec[1]])
            occ[1, np.argmax(overlap)] -= q
        D = np.array([(C[k] * occ[k]) @ C[k].T for k in (0, 1)])
    raise RuntimeError("self-consistency not reached")


def ionize(s, neutral, holes, symmetric=False):
    """Frozen ion, then relaxed ion, for the given hole fractions."""
    D = neutral.D.copy()
    for orbital, q in holes:
        D[1] -= q * np.outer(orbital, orbital)
    frozen = energy_fock(s, D)[0]
    ion = solve(s, D, holes, symmetric)
    ion.frozen, ion.frozen_D, ion.relax = frozen, D, frozen - ion.E
    return ion


def core_orbitals(s, neutral):
    c = neutral.C[1][:, :2]
    values, vectors = np.linalg.eigh(c.T @ s.S @ s.parity @ c)
    assert np.allclose(values, [-1, 1], atol=1e-5)
    u, g = (c @ vectors).T
    half = len(g) // 2
    L = (g + u) / np.sqrt(2)
    if L[:half] @ (s.S @ L)[:half] < 0.5:
        u = -u
    L, R = (g + u) / np.sqrt(2), (g - u) / np.sqrt(2)
    return g, u, L, R, L[:half] @ (s.S @ L)[:half]


def matrix_element(s, bra, ket):
    """Overlap and H/overlap of two determinants with nonorthogonal orbitals."""
    overlap, T = 1.0, []
    for a, b in zip(bra, ket):
        m = a.T @ s.S @ b
        overlap *= np.linalg.det(m)
        T.append(b @ np.linalg.solve(m, a.T))
    T = np.array(T)
    J, K = scf.hf.dot_eri_dm(s.eri, T, hermi=0)
    value = s.enuc
    for k in (0, 1):
        value += np.trace(T[k] @ (s.h + 0.5 * J.sum(axis=0) - 0.5 * K[k]))
    return overlap, value


# Neutral molecule and its core orbitals
n2 = build([-BOND / 2, BOND / 2], 0)
start = scf.RHF(n2.mol)
start.conv_tol = 1e-10
start.kernel()
assert start.converged
dm = start.make_rdm1()
neutral = solve(n2, np.array([dm / 2, dm / 2]), symmetric=True)
assert abs(neutral.E - start.e_tot) < 1e-7
g, u, L, R, population = core_orbitals(n2, neutral)
assert abs(population - 1) < 0.02
eps_g, eps_u = g @ neutral.F[1] @ g, u @ neutral.F[1] @ u

# Self-consistent localized and symmetry-adapted holes
loc = ionize(n2, neutral, [(L, 1.0)])
hole_g = ionize(n2, neutral, [(g, 1.0)], True)
hole_u = ionize(n2, neutral, [(u, 1.0)], True)
mixed_hole = ionize(n2, neutral, [(g, 0.5), (u, 0.5)], True)
loc_half = ionize(n2, neutral, [(L, 0.5)])
assert abs(loc.frozen - neutral.E + 0.5 * (eps_g + eps_u)) < 1e-7
assert abs(hole_g.frozen - neutral.E + eps_g) < 1e-7
assert abs(loc_half.frozen - neutral.E + 0.25 * (eps_g + eps_u)) < 1e-7
ratio = hole_g.relax / loc.relax
assert 0.35 < ratio < 0.60
assert 0.20 < loc_half.relax / loc.relax < 0.30
# Coherence between the atoms should matter little for relaxation.
assert abs(mixed_hole.relax - hole_g.relax) * EV < 0.5

# Second-order relaxation from the orbital Hessian of the neutral molecule
C = neutral.C[0]
no = n2.nelec[0]
o, v = C[:, :no], C[:, no:]
nv = v.shape[1]
eps = np.diag(C.T @ neutral.F[0] @ C)
ovov = ao2mo.kernel(n2.eri, (o, v, o, v), compact=False).reshape(no, nv, no, nv)
oovv = ao2mo.kernel(n2.eri, (o, o, v, v), compact=False).reshape(no, no, nv, nv)
size = no * nv
coulomb = 2 * ovov.reshape(size, size)
exchange = (oovv.transpose(0, 2, 1, 3) + ovov.transpose(0, 3, 2, 1)).reshape(size, size)
gaps = np.diag((eps[None, no:] - eps[:no, None]).ravel())
same = gaps + coulomb - exchange
hessian = np.block([[same, coulomb], [coulomb, same]])
lowest = np.linalg.eigvalsh(hessian)[0]
assert lowest > 0


def hole_field(P):
    J, K = scf.hf.dot_eri_dm(n2.eri, P, hermi=1)
    return np.concatenate([(o.T @ (-J) @ v).ravel(), (o.T @ (K - J) @ v).ravel()])


b_L, b_R, b_g = [hole_field(np.outer(x, x)) for x in (L, R, g)]
x_L, x_R, x_g = np.linalg.solve(hessian, np.array([b_L, b_R, b_g]).T).T
W, cross, W_g = b_L @ x_L, b_L @ x_R, b_g @ x_g
even, odd = 0.5 * (b_L + b_R), 0.5 * (b_L - b_R)
S_g = even @ np.linalg.solve(hessian, even)
S_u = odd @ np.linalg.solve(hessian, odd)
assert abs(S_g + S_u - W) < 1e-6          # parity channels do not mix
assert abs(W_g - 0.5 * (W + cross)) < 0.05 * W_g   # interatomic coherence is small


def small_hole_limit(orbital, symmetric):
    r1, r2 = [ionize(n2, neutral, [(orbital, q)], symmetric).relax / q**2
              for q in (0.1, 0.2)]
    return 2 * r1 - r2


limit_L, limit_g = small_hole_limit(L, False), small_hole_limit(g, True)
assert abs(limit_L / W - 1) < 0.03        # remaining error: higher orders in q
assert abs(limit_g / W_g - 1) < 0.03

# Electron flow towards the localized hole (hole atom lies at negative z)
z = n2.mol.intor("int1e_r")[2]
flow = -np.sum((loc.D - loc.frozen_D) * z) * BOHR
flow_g = -np.sum((hole_g.D - hole_g.frozen_D) * z) * BOHR
assert flow > 0.05 and abs(flow_g) < 1e-5

# Parity restored by combining the two relaxed localized determinants
others = neutral.C[1][:, 2:no]
frozen_g = [o, np.column_stack([u, others])]
frozen_L = [o, np.column_stack([R, others])]
known = matrix_element(n2, frozen_g, frozen_L)
assert abs(abs(known[0]) - np.sqrt(0.5)) < 1e-6
assert abs(known[1] - (neutral.E - eps_g)) < 1e-6
left = [loc.C[k][:, loc.occ[k] > 0.5] for k in (0, 1)]
right = [n2.parity @ c for c in left]
overlap, quotient = matrix_element(n2, left, right)
H_LR = overlap * quotient
restored = sorted([(loc.E + H_LR) / (1 + overlap), (loc.E - H_LR) / (1 - overlap)])
assert restored[0] <= loc.E + 1e-8
assert max(abs(e - loc.E) for e in restored) * EV < 0.3

# Limiting case: one N atom, and two distant N atoms with parallel spins
atom = build([0.0], 3)
atom_start = scf.UHF(atom.mol)
atom_start.conv_tol = 1e-10
atom_start.kernel()
assert atom_start.converged
atom0 = solve(atom, np.array(atom_start.make_rdm1()))
core = atom0.C[1][:, 0]
atom_full = ionize(atom, atom0, [(core, 1.0)])
atom_half = ionize(atom, atom0, [(core, 0.5)])
pair = build([-FAR / 2, FAR / 2], 6)
pair0 = solve(pair, np.array([block_diag(d, d) for d in atom0.D]), symmetric=True)
assert abs(pair0.E - 2 * atom0.E) * EV < 0.02
pg, pu, pL, pR, _ = core_orbitals(pair, pair0)
far_loc = ionize(pair, pair0, [(pL, 1.0)])
far_g = ionize(pair, pair0, [(pg, 1.0)], True)
assert abs(far_loc.relax - atom_full.relax) * EV < 0.05
assert abs(far_g.relax - 2 * atom_half.relax) * EV < 0.05
assert 0.20 < atom_half.relax / atom_full.relax < 0.30


def show(label, value, unit="eV", digits=3):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


show("N2 bond length", BOND, "angstrom", 2)
show("number of basis functions", len(n2.S), "", 0)
show("population of L on its own atom", population, "", 4)
show("orbital energy of g", eps_g * EV)
show("orbital energy of u", eps_u * EV)
show("ionization energy, frozen, hole L", (loc.frozen - neutral.E) * EV)
show("ionization energy, frozen, hole g", (hole_g.frozen - neutral.E) * EV)
show("ionization energy, relaxed, hole L", (loc.E - neutral.E) * EV)
show("ionization energy, relaxed, hole g", (hole_g.E - neutral.E) * EV)
show("ionization energy, relaxed, hole u", (hole_u.E - neutral.E) * EV)
show("relaxation, hole L", loc.relax * EV)
show("relaxation, hole g", hole_g.relax * EV)
show("relaxation, hole u", hole_u.relax * EV)
show("relaxation missed by hole g", (loc.relax - hole_g.relax) * EV)
show("relaxation ratio g / L", ratio, "", 4)
show("relaxation, incoherent half holes on both atoms", mixed_hole.relax * EV)
show("relaxation, half a hole in L", loc_half.relax * EV)
show("ratio half hole / whole hole in L", loc_half.relax / loc.relax, "", 4)
show("second order: W", W * EV)
show("second order: cross term C", cross * EV)
show("second order: even part S_g = (W+C)/2", S_g * EV)
show("second order: odd part S_u = (W-C)/2", S_u * EV)
show("second order: hole g with coherence", W_g * EV)
show("second order: ratio S_g / W", S_g / W, "", 4)
show("small-q limit of relaxation/q^2, hole L", limit_L * EV)
show("small-q limit of relaxation/q^2, hole g", limit_g * EV)
show("lowest Hessian eigenvalue", lowest * EV)
show("electron dipole shift towards hole L", flow, "e angstrom")
show("overlap of relaxed L and R determinants", abs(overlap), "", 7)
show("parity-restored ionization energy, lower", (restored[0] - neutral.E) * EV)
show("parity-restored ionization energy, upper", (restored[1] - neutral.E) * EV)
show("parity-restored splitting", (restored[1] - restored[0]) * EV, "eV", 4)
show("N atom relaxation, whole hole", atom_full.relax * EV)
show("N atom relaxation, half hole", atom_half.relax * EV)
show("N atom ratio half / whole", atom_half.relax / atom_full.relax, "", 4)
show("distant pair separation", FAR, "angstrom", 1)
show("distant pair relaxation, hole L", far_loc.relax * EV)
show("distant pair relaxation, hole g", far_g.relax * EV)
show("distant pair ratio g / L", far_g.relax / far_loc.relax, "", 4)
print("done: every assertion held")
```

Output:

```
N2 bond length: 1.10 angstrom
number of basis functions: 70
population of L on its own atom: 0.9997
orbital energy of g: -426.768 eV
orbital energy of u: -426.673 eV
ionization energy, frozen, hole L: 426.721 eV
ionization energy, frozen, hole g: 426.768 eV
ionization energy, relaxed, hole L: 409.412 eV
ionization energy, relaxed, hole g: 419.272 eV
ionization energy, relaxed, hole u: 419.161 eV
relaxation, hole L: 17.308 eV
relaxation, hole g: 7.496 eV
relaxation, hole u: 7.512 eV
relaxation missed by hole g: 9.813 eV
relaxation ratio g / L: 0.4331
relaxation, incoherent half holes on both atoms: 7.503 eV
relaxation, half a hole in L: 4.258 eV
ratio half hole / whole hole in L: 0.2460
second order: W: 16.315 eV
second order: cross term C: -0.842 eV
second order: even part S_g = (W+C)/2: 7.737 eV
second order: odd part S_u = (W-C)/2: 8.579 eV
second order: hole g with coherence: 7.729 eV
second order: ratio S_g / W: 0.4742
small-q limit of relaxation/q^2, hole L: 16.310 eV
small-q limit of relaxation/q^2, hole g: 7.729 eV
lowest Hessian eigenvalue: 1.004 eV
electron dipole shift towards hole L: 0.637 e angstrom
overlap of relaxed L and R determinants: 0.0013472
parity-restored ionization energy, lower: 409.392 eV
parity-restored ionization energy, upper: 409.433 eV
parity-restored splitting: 0.0414 eV
N atom relaxation, whole hole: 15.590 eV
N atom relaxation, half hole: 3.963 eV
N atom ratio half / whole: 0.2542
distant pair separation: 8.0 angstrom
distant pair relaxation, hole L: 15.591 eV
distant pair relaxation, hole g: 7.926 eV
distant pair ratio g / L: 0.5083
done: every assertion held
```
